**Residual and solution error for the Hilbert matrix**

The program solves \(Sc=b\) with \(S_{ij}=1/(i+j+1)\), \(i,j=0,\dots,n-1\), in double precision for \(n=2\) to 14, with all true coefficients equal to one. For the computed solution \(\hat c\) (called `x` in the program), the residual \(r=b-S\hat c\) and the error \(e=c-\hat c\) are evaluated in exact rational arithmetic. The program asserts that \(\|e\|/\|c\|\le\kappa\|r\|/\|b\|\), where \(\kappa\) is the ratio of the largest to the smallest eigenvalue of \(S\), and that the relative function error is at most \(\sqrt\kappa\,\|r\|/\|b\|\), within small numerical tolerances. It also asserts the componentwise rounding bound for elimination, the Legendre lower bounds on \(\kappa\), and the amplification of a perturbation by \(\kappa\) in the worst direction and by one along the top eigenvector. In the output the relative residual stays below \(3\times10^{-16}\), while the coefficient error rises from \(5\times10^{-16}\) at \(n=2\) to 0.30 at \(n=12\), though not at every step. At \(n=12\) the function error is only \(2.7\times10^{-9}\), and a run with 113-bit data and arithmetic at least that long reduces the coefficient error to \(6\times10^{-20}\).

## Numerical check

```python
"""Round-off in S c = b with the monomial overlap (Hilbert) matrix.

Result under test: the computed solution x has a residual r = b - S x near
machine level, while its error e = c - x obeys
    |e|/|c| <= kappa |r|/|b|,   kappa = lambda_max/lambda_min of S,
and kappa grows exponentially with the number n of monomials.
The represented function has the smaller bound sqrt(kappa) |r|/|b|.
S_ij = 1/(i+j+1), i,j = 0..n-1; the true coefficients c are all one.
Residuals and errors are evaluated in exact rational arithmetic.
All quantities are pure numbers (coordinate divided by interval length).
"""
from fractions import Fraction
from math import comb, sqrt
import numpy as np
import mpmath as mp
from scipy.linalg import lu_factor, lu_solve

mp.mp.dps = 60
unit_roundoff = 2.0**-53


def exact_hilbert(n):
    return [[Fraction(1, i + j + 1) for j in range(n)] for i in range(n)]


def exact_product(matrix, vector):
    return [sum(a * v for a, v in zip(row, vector)) for row in matrix]


def norm(vector):
    return float(np.linalg.norm([float(v) for v in vector]))


def high_precision_hilbert(n):
    return mp.matrix(n, n) + mp.matrix(
        [[mp.mpf(1) / (i + j + 1) for j in range(n)] for i in range(n)])


# Overlaps from their definition, by Gauss quadrature on [0, 1].
nodes, weights = np.polynomial.legendre.leggauss(20)
nodes, weights = (nodes + 1) / 2, weights / 2
for i in range(14):
    for j in range(14):
        integral = np.sum(weights * nodes**i * nodes**j)
        assert abs(integral - 1 / (i + j + 1)) < 1e-13

rows = []
max_factor_size = 0.0
for n in range(2, 15):
    S = exact_hilbert(n)
    b = exact_product(S, [Fraction(1)] * n)
    S_stored = np.array([[float(a) for a in row] for row in S])
    b_stored = np.array([float(v) for v in b])

    factors, pivots = lu_factor(S_stored)
    x = lu_solve((factors, pivots), b_stored)
    x_exact = [Fraction(float(v)) for v in x]
    r = [bi - si for bi, si in zip(b, exact_product(S, x_exact))]
    e = [1 - v for v in x_exact]

    # Componentwise rounding bound, for the system actually stored.
    order = np.arange(n)
    for i, p in enumerate(pivots):
        order[[i, p]] = order[[p, i]]
    lower = np.tril(factors, -1) + np.eye(n)
    upper = np.triu(factors)
    absolute_LU = np.abs(lower) @ np.abs(upper)
    S_dyadic = [[Fraction(float(a)) for a in row] for row in S_stored]
    r_stored = np.array([float(Fraction(float(bi)) - si) for bi, si in
                         zip(b_stored, exact_product(S_dyadic, x_exact))])
    gamma = 3 * n * unit_roundoff / (1 - 3 * n * unit_roundoff)
    allowed = gamma * (absolute_LU @ np.abs(x))
    assert np.all(np.abs(r_stored[order]) <= allowed)
    # Rounding of the data adds at most u S|x| + u|b|.
    allowed_full = allowed + unit_roundoff * (
        S_stored @ np.abs(x) + b_stored)[order]
    r_float = np.array([float(v) for v in r])
    assert np.all(np.abs(r_float[order]) <= allowed_full * (1 + 1e-12))
    factor_size = (np.linalg.norm(absolute_LU, np.inf)
                   / np.linalg.norm(S_stored, np.inf))
    max_factor_size = max(max_factor_size, factor_size)

    eigenvalues = mp.eigsy(high_precision_hilbert(n), eigvals_only=True)
    lam_min, lam_max = min(eigenvalues), max(eigenvalues)
    kappa = float(lam_max / lam_min)
    if n <= 6:
        assert abs(np.linalg.cond(S_stored) / kappa - 1) < 1e-7

    relative_residual = norm(r) / norm(b)
    scaled_residual = norm(r) / (float(lam_max) * norm(x))
    coefficient_error = norm(e) / sqrt(n)
    assert scaled_residual < n * unit_roundoff
    assert relative_residual < 1e-14
    assert coefficient_error <= kappa * relative_residual * (1 + 1e-10)

    # Function error by quadrature, against the scalar product e.r.
    e_float = np.array([float(v) for v in e])
    delta_f = np.polynomial.polynomial.polyval(nodes, e_float)
    f = np.polynomial.polynomial.polyval(nodes, np.ones(n))
    delta_norm = sqrt(np.sum(weights * delta_f**2))
    from_product = sqrt(float(sum(a * v for a, v in zip(e, r))))
    # Cancellation in the polynomial values limits this comparison.
    assert abs(delta_norm - from_product) < (
        1e-4 * from_product + 1e-15 * norm(e))
    function_error = delta_norm / sqrt(np.sum(weights * f**2))
    assert function_error <= sqrt(kappa) * relative_residual * (1 + 1e-4)

    # Legendre trial polynomial and the exponential lower bound on kappa.
    m = n - 1
    legendre = [(-1)**(m + k) * comb(m, k) * comb(m + k, k)
                for k in range(n)]
    moments = exact_product(S, legendre)
    assert all(v == 0 for v in moments[:-1])
    assert sum(a * v for a, v in zip(legendre, moments)) == Fraction(
        1, 2 * m + 1)
    P_at_3 = sum(abs(a) for a in legendre)
    assert P_at_3 == sum(comb(m, k)**2 * 2**k for k in range(n))
    assert abs(mp.legendre(m, 3) / P_at_3 - 1) < mp.mpf("1e-40")
    bound_P = (2 * n - 1) / n * P_at_3**2
    bound_power = (2 * n - 1) / n**3 * (1 + sqrt(2))**(4 * m)
    assert kappa >= bound_P >= bound_power
    rows.append((n, kappa, relative_residual, scaled_residual,
                 coefficient_error, kappa * relative_residual,
                 function_error))
    if n == 2:
        kappa_two_formula = (4 + sqrt(13)) / (4 - sqrt(13))
        assert abs(kappa / kappa_two_formula - 1) < 1e-13
    if n == 12:
        x_twelve, kappa_twelve = x.copy(), kappa
        bound_P_twelve, bound_power_twelve = bound_P, bound_power
        assert coefficient_error > 1e-3 and function_error < 1e-6

# Observed growth of the error with kappa, before complete loss of digits.
table = np.array(rows)
selected = (table[:, 0] >= 3) & (table[:, 0] <= 12)
slope = np.polyfit(np.log10(table[selected, 1]),
                   np.log10(table[selected, 4]), 1)[0]
assert 0.75 < slope < 1.3

# Worst and harmless directions of a perturbation, by an actual solve.
n_sharp, epsilon = 6, mp.mpf("1e-12")
S_high = high_precision_hilbert(n_sharp)
values, vectors = mp.eigsy(S_high)
bottom, top = vectors[:, 0], vectors[:, n_sharp - 1]
b_top = S_high * top
kappa_sharp = values[n_sharp - 1] / values[0]
direction_errors = []
for direction in (bottom, top):
    perturbed = b_top + epsilon * mp.norm(b_top) * direction
    solution = mp.lu_solve(S_high, perturbed)
    direction_errors.append(mp.norm(solution - top) / mp.norm(top))
assert abs(direction_errors[0] / (kappa_sharp * epsilon) - 1) < 1e-12
assert abs(direction_errors[1] / epsilon - 1) < 1e-12

# Same system with longer arithmetic and equally accurate data.
b_exact = exact_product(exact_hilbert(12), [Fraction(1)] * 12)
with mp.workprec(113):
    S_long = high_precision_hilbert(12)
    b_long = mp.matrix([mp.mpf(v.numerator) / v.denominator
                        for v in b_exact])
    x_long = mp.lu_solve(S_long, b_long)
    long_error = float(mp.norm(x_long - mp.ones(12, 1)) / mp.sqrt(12))
assert long_error < 12 * kappa_twelve * 2.0**-113

print("All quantities are pure numbers (unit: 1)")
print(f"unit round-off u = {unit_roundoff:.3e}")
print(f"n=2: kappa from closed form = {kappa_two_formula:.4f}")
print("Columns: n, kappa, |r|/|b|, eta=|r|/(|S||x|),")
print("  coefficient error, bound kappa|r|/|b|, function error")
for row in rows:
    print(f"{row[0]:2d} " + " ".join(f"{v:9.2e}" for v in row[1:]))
print(f"largest norm ratio |L||U| to S, n=2..14 = {max_factor_size:.3f}")
print(f"slope log(error) vs log(kappa), n=3..12 = {slope:.3f}")
print("n=12 computed coefficients (true value 1 each):")
for start in range(0, 12, 4):
    print("  " + " ".join(f"{v:11.6f}" for v in x_twelve[start:start + 4]))
print(f"n=12 lower bound on kappa from P_11(3) = {bound_P_twelve:.3e}")
print(f"n=12 lower bound from power law = {bound_power_twelve:.3e}")
print(f"limiting factor (1+sqrt2)^4 per monomial = {(1 + sqrt(2))**4:.3f}")
print(f"n=12 error, at least 113-bit arithmetic = {long_error:.2e}")
print(f"n=6 kappa = {float(kappa_sharp):.4e}")
print(f"n=6 relative perturbation of b = {float(epsilon):.1e}")
print(f"  error, bottom eigenvector = {float(direction_errors[0]):.4e}")
print(f"  error, top eigenvector = {float(direction_errors[1]):.4e}")
print("all good")
```

Running it gives:

```
All quantities are pure numbers (unit: 1)
unit round-off u = 1.110e-16
n=2: kappa from closed form = 19.2815
Columns: n, kappa, |r|/|b|, eta=|r|/(|S||x|),
  coefficient error, bound kappa|r|/|b|, function error
 2  1.93e+01  3.24e-17  3.10e-17  5.27e-16  6.24e-16  1.26e-16
 3  5.24e+02  2.03e-17  1.89e-17  8.18e-15  1.07e-14  3.82e-16
 4  1.55e+04  1.13e-16  1.03e-16  3.55e-13  1.75e-12  3.13e-15
 5  4.77e+05  2.72e-17  2.44e-17  1.26e-12  1.30e-11  2.61e-15
 6  1.50e+07  9.41e-17  8.31e-17  1.19e-11  1.41e-09  8.45e-15
 7  4.75e+08  6.93e-17  6.05e-17  1.11e-09  3.29e-08  6.44e-14
 8  1.53e+10  4.04e-17  3.49e-17  3.36e-07  6.16e-07  3.08e-12
 9  4.93e+11  1.31e-16  1.12e-16  8.76e-08  6.47e-05  6.13e-13
10  1.60e+13  9.46e-17  8.04e-17  2.99e-04  1.52e-03  8.58e-11
11  5.23e+14  1.02e-16  8.60e-17  3.59e-03  5.33e-02  1.81e-10
12  1.71e+16  5.48e-17  4.40e-17  3.02e-01  9.39e-01  2.67e-09
13  5.63e+17  2.28e-16  1.50e-17  1.26e+01  1.28e+02  1.99e-08
14  1.85e+19  7.87e-17  1.55e-17  4.10e+00  1.46e+03  4.59e-09
largest norm ratio |L||U| to S, n=2..14 = 1.000
slope log(error) vs log(kappa), n=3..12 = 1.001
n=12 computed coefficients (true value 1 each):
     1.000000    0.999992    1.000252    0.996567
     1.025116    0.889851    1.306358    0.446386
     1.648011    0.526121    1.196747    0.964598
n=12 lower bound on kappa from P_11(3) = 3.889e+15
n=12 lower bound from power law = 9.254e+14
limiting factor (1+sqrt2)^4 per monomial = 33.971
n=12 error, at least 113-bit arithmetic = 6.45e-20
n=6 kappa = 1.4951e+07
n=6 relative perturbation of b = 1.0e-12
  error, bottom eigenvector = 1.4951e-05
  error, top eigenvector = 1.0000e-12
all good
```
